\section*{Strain Derivative of a Migration Barrier from Elastic Dipole Tensors}

\section{Result and conventions}

Let $E_m=E_s-E_i$ be the barrier for one hop, where $i$ labels the relaxed initial state and $s$ the relaxed saddle point. Its strain derivative at the reference geometry is
\begin{equation}
\left.\frac{\partial E_m}{\partial\varepsilon_{jk}}\right|_{0}
=-\left(P^{s}_{jk}-P^{i}_{jk}\right)\equiv-\Delta P_{jk},
\label{eq:law}
\end{equation}
so that, to first order in strain,
\begin{equation}
E_m(\varepsilon)=E_m(0)-\sum_{jk}\Delta P_{jk}\,\varepsilon_{jk}.
\label{eq:linear}
\end{equation}
Two relaxed states of the unstrained cell thus give the response of the barrier to every small homogeneous strain. In oxidation this is the quantity needed to estimate how stress in a growing film changes the hopping barriers of the diffusing species.

The symbols are defined as follows. An atom with undeformed position $X$ and internal displacement $u$ sits at
\begin{equation}
x=(1+\varepsilon)(X+u),
\label{eq:map}
\end{equation}
and the periodic cell vectors are multiplied by the same matrix $1+\varepsilon$, with $\varepsilon$ symmetric. All displacements together are also written $u$, and $E(u,\varepsilon)$ is the potential energy of the cell. The elastic dipole of state $a=i,s$ is
\begin{equation}
P^a_{jk}=-\left.\frac{\partial E}{\partial\varepsilon_{jk}}\right|_{u=u_a,\;\varepsilon=0},
\label{eq:dipole}
\end{equation}
where $u$ is held fixed at its relaxed value. With the opposite sign in this definition, the minus sign in (\ref{eq:law}) becomes a plus.

The sum in (\ref{eq:linear}) runs over all nine pairs $jk$. A shear $\varepsilon_{xy}=\varepsilon_{yx}=e$ therefore changes the barrier by $-2\Delta P_{xy}e$. In terms of the engineering shear $\gamma=2e$ the change is $-\Delta P_{xy}\gamma$.

Both states must have the same atoms, charge, electronic surface, cell and strain. The energy must be smooth near both of them, and each must be non-degenerate: apart from uniform translations, its Hessian has no zero eigenvalue.

\section{Derivation}

\subsection{The stationary states follow the strain}

Write $g=\partial E/\partial u$ for the gradient and $H=\partial^2E/\partial u^2$ for the Hessian. A minimum and a saddle obey the same condition,
\begin{equation}
g\bigl(u_a(\varepsilon),\varepsilon\bigr)=0 .
\label{eq:stationary}
\end{equation}
Differentiating it along the branch gives
\begin{equation}
H_a\frac{\partial u_a}{\partial\varepsilon_{jk}}
+\frac{\partial g}{\partial\varepsilon_{jk}}=0
\quad\Longrightarrow\quad
\frac{\partial u_a}{\partial\varepsilon_{jk}}
=-H_a^{-1}\frac{\partial g}{\partial\varepsilon_{jk}} .
\label{eq:response}
\end{equation}
The inverse is taken in the space orthogonal to uniform translations. This is allowed because $E$ does not change when the same vector is added to every displacement. Hence $g$ has no component along translations at any strain, and neither has $\partial g/\partial\varepsilon_{jk}$. In the remaining space $H_a$ is invertible by assumption, and the implicit function theorem guarantees a smooth branch $u_a(\varepsilon)$ near zero strain. The negative eigenvalue of a saddle is harmless here; a zero eigenvalue is not.

\subsection{The first derivative}

The relaxed energy is $E_a(\varepsilon)=E(u_a(\varepsilon),\varepsilon)$. The chain rule gives
\begin{equation}
\frac{\partial E_a}{\partial\varepsilon_{jk}}
=\left.\frac{\partial E}{\partial\varepsilon_{jk}}\right|_{u}
+g\cdot\frac{\partial u_a}{\partial\varepsilon_{jk}} .
\label{eq:chain}
\end{equation}
The second term vanishes because $g=0$, whatever the size of the response (\ref{eq:response}). By (\ref{eq:dipole}) the first term is $-P^a_{jk}$ at zero strain, so
\begin{equation}
\left.\frac{\partial E_a}{\partial\varepsilon_{jk}}\right|_0=-P^a_{jk}.
\end{equation}
Subtracting the equation for $i$ from that for $s$ gives (\ref{eq:law}). If the reference host is already stressed, its own contribution to $P^a$ is the same in both states and cancels in $\Delta P$. The law then gives the slope at that stressed reference.

The same argument shows that the dipole of a relaxed state does not depend on the choice of internal coordinates. If $u$ is replaced by coordinates $v$ with $u=u(v,\varepsilon)$, the derivative at fixed $v$ differs from that at fixed $u$ by $g\cdot(\partial u/\partial\varepsilon)_v$, which is zero at a stationary point. Away from a stationary point the two generally differ.

\subsection{Symmetry of the dipole and its form for pair forces}

Let $F$ stand for a general matrix in place of $1+\varepsilon$. Rotating the deformed crystal leaves its energy unchanged, so $E(u,RF)=E(u,F)$ for every rotation $R$. For $F=1$ and an infinitesimal rotation $R=1+\omega$ with $\omega_{jk}=-\omega_{kj}$,
\begin{equation}
\sum_{jk}\frac{\partial E}{\partial F_{jk}}\,\omega_{jk}=0 .
\end{equation}
The antisymmetric part of $\partial E/\partial F$ is therefore zero, and $P$ is symmetric.

For an energy $E=\sum_pV_p(r_p)$ summed over pairs, let $s$ be the undeformed separation of a pair and $r=Fs$ the real one. From $r^2=\sum_jr_jr_j$ and $\partial r_j/\partial F_{jk}=s_k$ it follows that
\begin{equation}
\frac{\partial r}{\partial F_{jk}}=\frac{r_js_k}{r},
\qquad
P_{jk}=-\sum_pV_p'(r_p)\,\frac{r_{p,j}\,r_{p,k}}{r_p}
\quad\text{at }F=1,
\label{eq:virial}
\end{equation}
since $s=r$ there. A repulsive pair has $V'<0$ and contributes a positive dipole along its own direction. A positive $P$ thus means that expansion lowers the energy.

\section{Extracting the dipoles from a calculation}

If the cell-averaged stress is counted positive in tension, then $\sigma_{jk}=\Omega^{-1}\partial E/\partial\varepsilon_{jk}$ at the reference cell of volume $\Omega$, and
\begin{equation}
P^a_{jk}=-\Omega\,\sigma^a_{jk},\qquad
\Delta P_{jk}=-\Omega\left(\sigma^s_{jk}-\sigma^i_{jk}\right).
\label{eq:stress}
\end{equation}
If the stress is reported positive in compression, the minus signs in front of $\Omega$ in (\ref{eq:stress}) disappear. The sign can be checked on a particle that pushes its surroundings outward equally along $x$, $y$ and $z$ in a fixed, otherwise unstressed cell: the cell is under compression and the diagonal components of $P$ are positive. At a saddle, where the surroundings are less symmetric, a single component can have either sign.

Residual forces affect the dipole more strongly than the energy. If the iteration stops at $u_a+\delta u$ with a small gradient $g$, then $\delta u\simeq H_a^{-1}g$ and
\begin{equation}
\delta E\simeq\tfrac12\,g\cdot H_a^{-1}g,\qquad
\delta P_{jk}\simeq-\frac{\partial g}{\partial\varepsilon_{jk}}\cdot H_a^{-1}g .
\label{eq:residual}
\end{equation}
The energy error is quadratic in the residual gradient and the dipole error is linear. A force threshold that suffices for the barrier may therefore be too loose for its slope.

\section{Second order and the range of the linear law}

Take a strain $\varepsilon=eD$ with a fixed symmetric matrix $D$ and a scalar $e$. Since $g=0$ everywhere on the branch, (\ref{eq:chain}) gives $dE_a/de=\partial E/\partial e$, taken at fixed $u$ and evaluated on the branch. Differentiating once more and inserting (\ref{eq:response}),
\begin{equation}
B_a\equiv\frac{d^2E_a}{de^2}
=\frac{\partial^2E}{\partial e^2}
+\frac{\partial g}{\partial e}\cdot\frac{du_a}{de}
=\frac{\partial^2E}{\partial e^2}
-\frac{\partial g}{\partial e}\cdot H_a^{-1}\frac{\partial g}{\partial e}.
\label{eq:second}
\end{equation}
The atomic response, absent from the slope, enters the curvature. With $\Delta B=B_s-B_i$ and $D:\Delta P=\sum_{jk}D_{jk}\Delta P_{jk}$,
\begin{equation}
E_m(e)=E_m(0)-e\,D:\Delta P+\tfrac12\Delta B\,e^2+\dots
\label{eq:quadratic}
\end{equation}
The quadratic term is small compared with the linear one while $|\Delta B\,e|\ll2|D:\Delta P|$. This is necessary for the linear law to suffice, but the higher orders must be small as well. If $D:\Delta P$ happens to vanish and $\Delta B$ does not, the quadratic term leads.

\subsection{A limit in which the expansion fails}

Strain can drive the minimum and the saddle together until the barrier disappears. Near such a merger a single coordinate $q$ with
\begin{equation}
E(q,e)=\mu q-\tfrac13aq^3,\qquad \mu=\mu_0-ce,\qquad a>0,\ \mu>0,
\end{equation}
shows what happens. The condition $\mu-aq^2=0$ gives $q=\pm q_0$ with $q_0=\sqrt{\mu/a}$. Since $\partial^2E/\partial q^2=-2aq$, the minimum is at $-q_0$ and the saddle at $+q_0$. The barrier is
\begin{equation}
E_m=2\left(\mu q_0-\tfrac13aq_0^3\right)=\frac{4}{3}\,\frac{\mu^{3/2}}{\sqrt a}.
\end{equation}
Its derivative is $dE_m/de=-2c\sqrt{\mu/a}$. The dipole along this strain is $-\partial E/\partial e|_q=cq$, so its difference is $2cq_0=2c\sqrt{\mu/a}$, in agreement with (\ref{eq:law}). For the curvature, $\partial g/\partial e=-c$ and $H=\pm2\sqrt{a\mu}$, with the lower sign at the saddle. Equation (\ref{eq:second}) gives
\begin{equation}
\Delta B=\frac{c^2}{2\sqrt{a\mu}}+\frac{c^2}{2\sqrt{a\mu}}=\frac{c^2}{\sqrt{a\mu}} .
\end{equation}
The slope law holds for every $\mu>0$, but $\Delta B$ diverges as $\mu\to0$ and the useful range of strain shrinks to nothing. A small Hessian eigenvalue in either state is thus a warning. Even where symmetry makes the coupling $\partial g/\partial e$ to its mode vanish, strain may drive the eigenvalue through zero and change the character of the state.

\subsection{Competing saddles}

Equation (\ref{eq:law}) applies to one saddle followed continuously. If several saddles $n$ have the same height at zero strain, the lowest barrier changes to first order by
\begin{equation}
\delta E_m^{\min}=\min_n\left(-\sum_{jk}\Delta P^{(n)}_{jk}\varepsilon_{jk}\right).
\end{equation}
This has a kink at zero strain whenever the tensors select different saddles for $\varepsilon$ and $-\varepsilon$. A transport calculation needs the tensor of each hop.

\section{Prescribed stress}

In a dilute, initially unstressed host under a uniform far-field stress $\sigma$, the strain is $\varepsilon=S:\sigma$, with $S$ the compliance. Since $S$ is symmetric under exchange of its index pairs, (\ref{eq:linear}) becomes
\begin{equation}
E_m(\sigma)=E_m(0)-\sum_{jk}V^{\rm act}_{jk}\sigma_{jk},
\qquad V^{\rm act}=S:\Delta P .
\label{eq:activation}
\end{equation}
Under a hydrostatic pressure $p$, $\sigma_{jk}=-p\,\delta_{jk}$, and the barrier rises by $p$ times the trace of $V^{\rm act}$. For other stresses the full tensor is needed.

For a cubic host and a diagonal $\Delta P$ with $\Delta P_{xx}=\Delta P_{yy}$, Hooke's law can be inverted through two combinations. The sum of the normal stresses is $(C_{11}+2C_{12})$ times the sum of the normal strains, and the difference of two normal stresses is $(C_{11}-C_{12})$ times the difference of the strains. Hence
\begin{align}
\operatorname{tr}V^{\rm act}&=\frac{\operatorname{tr}\Delta P}{C_{11}+2C_{12}},&
V^{\rm act}_{xx}-V^{\rm act}_{zz}&=\frac{\Delta P_{xx}-\Delta P_{zz}}{C_{11}-C_{12}} .
\label{eq:cubic}
\end{align}

\section{Worked example: a particle crossing a window}

\subsection{Model and zero-strain states}

The host is a simple cubic lattice of spacing $d=6$ bohr with harmonic springs $k_1=0.02$ and $k_2=0.01$ hartree/bohr$^2$ between first and second neighbours. The particle repels host atoms with energy $A\exp(-r/\rho)$, where $A=10$ hartree and $\rho=0.6$ bohr. It rests at the centre of a cubic cage and passes to the next cage through a square window normal to $z$. These are round parameters and describe no particular oxide. The periodic cell holds $4\times4\times4$ host atoms and one particle.

The barrier is $0.01754$ hartree ($0.477$ eV). The Hessian has no negative eigenvalue in the initial state and one at the saddle. Downhill relaxation from the two sides of the saddle ends in the neighbouring cages, at $z=\pm3.00$ bohr. The relaxed dipoles, in hartree, are
\begin{align}
P^i&=\operatorname{diag}(0.03845,\;0.03845,\;0.03845),\nonumber\\
P^s&=\operatorname{diag}(0.09886,\;0.09886,\;0.00162),\\
\Delta P&=\operatorname{diag}(0.06041,\;0.06041,\;-0.03683).\nonumber
\end{align}
The cubic symmetry of the cage site makes $P^i$ isotropic. At the saddle the particle and the four window atoms lie in one mirror plane, so $r_z=0$ for these pairs and (\ref{eq:virial}) gives them no part in $P^s_{zz}$. Stretching the window in its plane lowers the barrier. Stretching along $z$ raises it, because this expansion lowers the energy of the initial state and hardly changes that of the saddle.

\subsection{Test of the slope}

Finite differences of the fully relaxed barrier give slopes of $-0.06041$, $-0.06041$ and $+0.03683$ hartree for the $xx$, $yy$ and $zz$ strains. Over all six components the largest departure from $-\Delta P$ is about $10^{-9}$ hartree.

In this host, symmetry fixes the particle at the window centre. A second host, in which two atoms repel the particle $1.3$ and $1.5$ times as strongly, removes that restriction. Its saddle moves by $0.15$ bohr per unit $xx$ strain in the undeformed frame, and shear components appear, among them $\Delta P_{xy}=0.00560$ hartree. The relaxed slopes again agree with $-\Delta P$ to about $10^{-9}$ hartree in all six components.

Dipoles taken from the unrelaxed geometries give $\Delta P_{xx}=0.0809$ hartree. That is $0.0809/0.0604-1\simeq34\%$ above the relaxed value. They describe a barrier with all internal coordinates frozen, which is a different quantity.

Equation (\ref{eq:stress}) shows what accuracy the stress must have. The cell volume is $64\times6^3=13824$ bohr$^3$, so the $xx$ stresses of the two states differ by $0.06041/13824=4.37\times10^{-6}$ hartree/bohr$^3$, or about $0.13$ GPa. An error of one per cent in $\Delta P_{xx}$ corresponds to an error of only $0.0013$ GPa in this difference. For a given $\Delta P$, the stress difference falls as $1/\Omega$.

\subsection{Finite strain}

For equal strains $e$ along $x$ and $y$, $D:\Delta P=2\times0.06041=0.1208$ hartree. Equation (\ref{eq:second}) gives $\Delta B=0.719$ hartree, and a second difference of relaxed barriers gives the same value. The ratio of the quadratic to the linear term has magnitude
\begin{equation}
\frac{\Delta B\,|e|}{2\,D:\Delta P}=\frac{0.719}{0.2416}\,|e|\simeq3.0\,|e| ,
\end{equation}
or $3\%$ at one per cent strain and $6\%$ at two per cent. At $e=+0.02$ the linear law predicts $0.017544-0.02\times0.12082=0.01513$ hartree. The quadratic term adds $\tfrac12\times0.719\times0.02^2=0.00014$ hartree, which gives $0.01527$ hartree, equal to the directly relaxed barrier at this precision.

\subsection{A film under biaxial compression}

The host stiffness follows from the spring energy per lattice site. Under $\varepsilon_{xx}=e$ the first-neighbour spring along $x$ stores $\tfrac12k_1d^2e^2$. Four second-neighbour springs per site, each of length $\sqrt2\,d$, are extended by $\sqrt2\,de/2$ and together store $k_2d^2e^2$. Equating the sum to $\tfrac12C_{11}d^3e^2$ gives $C_{11}=(k_1+2k_2)/d$. With both $\varepsilon_{xx}$ and $\varepsilon_{yy}$ present, the two second-neighbour springs in the $xy$ plane store $\tfrac12k_2d^2(\varepsilon_{xx}+\varepsilon_{yy})^2$. Its cross term must equal $C_{12}d^3\varepsilon_{xx}\varepsilon_{yy}$, so $C_{12}=k_2/d$. The values are $196$ and $49$ GPa, or $0.00667$ and $0.00167$ hartree/bohr$^3$. Equation (\ref{eq:cubic}) then gives
\begin{align}
\operatorname{tr}V^{\rm act}&=\frac{2\times0.06041-0.03683}{0.0100}=8.40\ \text{bohr}^3,\nonumber\\
V^{\rm act}_{xx}-V^{\rm act}_{zz}&=\frac{0.06041+0.03683}{0.00500}=19.45\ \text{bohr}^3 .
\end{align}
Because $V^{\rm act}_{xx}=V^{\rm act}_{yy}$, the components are $V^{\rm act}_{xx}=(8.40+19.45)/3=9.28$ and $V^{\rm act}_{zz}=9.28-19.45=-10.17$ bohr$^3$.

Let the film lie in the $xy$ plane with $\sigma_{xx}=\sigma_{yy}=-\tau$ and $\sigma_{zz}=0$, where $\tau=1$ GPa $=3.40\times10^{-5}$ hartree/bohr$^3$. A hop across the film, along $z$, has its window in the film plane. A hop along $x$ has the same tensor with the window normal turned to $x$. Equation (\ref{eq:activation}) gives
\begin{align}
\delta E_m(z)&=\tau(9.28+9.28)=+0.631\ \text{mhartree},\nonumber\\
\delta E_m(x)&=\tau(-10.17+9.28)=-0.030\ \text{mhartree}.
\end{align}
Barriers relaxed directly at the corresponding strain change by $+0.641$ and $-0.032$ mhartree. The two contributions to the in-plane hop nearly cancel, so a small absolute error of the linear law is $7\%$ of the direct change there, against $1.5\%$ for the hop across the film.

At $1000$ K, $kT=3.167$ mhartree, and the linear factors $\exp(-\delta E_m/kT)$ are $0.819$ across the film and $1.010$ along it. The change of the static barrier alone thus slows the first hop by $18\%$ and speeds up the second by about $1\%$. The strain dependence of the vibrational prefactor is left out. It need not be small compared with one per cent, so the second figure is not a prediction of the full rate. A scalar estimate, using the mean stress $-2\tau/3$ and the trace of $V^{\rm act}$, would give $\tfrac23\tau\times8.40=0.19$ mhartree for both hops. It misses the magnitude of the first change and the sign of the second.

\section{Cell size and cell relaxation}

The identity (\ref{eq:law}) holds in each periodic cell, but $\Delta P$ includes the influence of periodic images. For cells with $4$, $5$ and $6$ host atoms per edge, $\Delta P_{xx}$ is $0.06041$, $0.06009$ and $0.05995$ hartree. The total change is $0.8\%$ of the first value. The successive changes, taken before rounding, have a ratio of $2.2$. A correction proportional to $1/\Omega$ would give
\begin{equation}
\frac{1/64-1/125}{1/125-1/216}=2.26 .
\end{equation}
The $xx$ values are consistent with this form, though three sizes do not establish it. For $\Delta P_{zz}$, which is $-0.03683$, $-0.03687$ and $-0.03688$ hartree in the same cells, the ratio before rounding is $1.9$, so this component follows the $1/\Omega$ form less closely at these sizes.

The law compares both states at the same strain. If the cell is instead relaxed to zero stress separately in each state, the barrier shifts. For an unstressed host, the leading terms are
\begin{equation}
E_a(\varepsilon)\simeq E_a(0)-P^a:\varepsilon+\tfrac12\Omega\,\varepsilon:C:\varepsilon .
\end{equation}
The minimum lies at $\varepsilon=S:P^a/\Omega$, where the energy is lower by $P^a:S:P^a/(2\Omega)$. The barrier therefore changes by
\begin{equation}
\delta E_m^{\rm cell}\simeq-\frac{P^s:S:P^s-P^i:S:P^i}{2\Omega}.
\label{eq:cell}
\end{equation}
With the numbers of the smallest cell this is about $-0.08$ mhartree, or $0.4\%$ of the barrier. It vanishes as $1/\Omega$, but in a small cell it must not be mixed into a strain derivative. The numerical output lists the computed dipoles, slopes and barriers; the shift (\ref{eq:cell}) is an estimate from the dipoles and stiffness given above.

\section*{Values computed for the example and the checks}
\begin{verbatim}
host spacing 6.0 bohr; cell 4x4x4, 64 host atoms + particle
springs: first 0.020, second 0.010 hartree/bohr^2
repulsion: A 10.0 hartree, decay length 0.60 bohr
barrier at zero strain 0.017544 hartree = 0.4774 eV
negative Hessian eigenvalues: initial 0, saddle 1
downhill end points z = -3.000, 3.000 bohr
Elastic dipoles (hartree): xx, yy, zz
  initial: 0.038451, 0.038451, 0.038451
  saddle: 0.098862, 0.098862, 0.001621
  difference: 0.060412, 0.060412, -0.036829
  difference, unrelaxed geometries: 0.080875, 0.080875, -0.036974
Slopes of relaxed barrier (hartree): xx, yy, zz
  -0.060412, -0.060412, 0.036829
largest |slope + dP|, six components: 8.0e-10 hartree
Host with two altered atoms (repulsion factors 1.3 and 1.5)
  barrier 0.018252 hartree
  component: dP, slope of relaxed barrier (hartree)
  xx: 0.062520, -0.062520
  yy: 0.062583, -0.062583
  zz: -0.040212, 0.040212
  yz: 0.000614, -0.000614
  xz: -0.002944, 0.002944
  xy: 0.005604, -0.005604
  largest |slope + dP|: 8.8e-10 hartree
  saddle motion in undeformed frame: 0.1521 bohr per unit xx strain
Equal strain e along x and y, symmetric host
  second derivative: formula 0.7188, direct 0.7188 hartree
  e (%): barrier, first order, second order (hartree)
  -2.0: 0.020108, 0.019961, 0.020104
  -1.0: 0.018789, 0.018752, 0.018788
  -0.5: 0.018157, 0.018148, 0.018157
  +0.5: 0.016949, 0.016940, 0.016949
  +1.0: 0.016371, 0.016336, 0.016372
  +2.0: 0.015268, 0.015128, 0.015272
host C11 196.14 GPa, C12 49.04 GPa
activation volume xx, yy, zz (bohr^3): 9.283, 9.283, -10.166
activation volume, trace: 8.399 bohr^3
film: 1.0 GPa biaxial compression in xy, 1000 K
  kT 0.003167 hartree; strain xx -0.4532 %, zz 0.2266 %
  hop across film (z): barrier change, linear 0.6310, direct 0.6408 mhartree
    rate factor: linear 0.8193, direct 0.8168
  hop along film (x): barrier change, linear -0.0300, direct -0.0322 mhartree
    rate factor: linear 1.0095, direct 1.0102
Cell size: barrier, dP_xx, dP_zz (hartree)
  4x4x4: 0.017544, 0.060412, -0.036829
  5x5x5: 0.017498, 0.060091, -0.036865
  6x6x6: 0.017478, 0.059946, -0.036884
\end{verbatim}
